# Layer-by-layer wall velocity from two-dimensional nucleation and lateral spreading, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The one-third law and bounds on its prefactor

### What dimensions fix

Where nucleation controls its motion, a flat ferroelectric domain wall moves forward by adding layers of reversed material, each of thickness \(a\). New layers start from nuclei that appear on the wall at rate \(J\) per unit area and unit time. Each nucleus spreads over the wall at lateral speed \(v\). The in-plane units are

\[
[J]=\mathrm{length}^{-2}\,\mathrm{time}^{-1},\qquad [v]=\mathrm{length}\,\mathrm{time}^{-1}.
\]

Suppose that a steady number of layers per unit time, \(R\), exists and depends on \(J\) and \(v\) alone. It must then be a product \(J^{\alpha}v^{\beta}\) times a pure number. Lengths cancel if \(-2\alpha+\beta=0\), and the power of time is \(-1\) if \(-\alpha-\beta=-1\). The first condition gives \(\beta=2\alpha\), the second then gives \(3\alpha=1\), and so

\[
R=c\,(Jv^2)^{1/3},\qquad V=aR=c\,a\,(Jv^2)^{1/3}.
\]

Here \(V\) is the wall velocity along its normal and \(c\) is a pure number. The thickness \(a\) enters once, as the advance per layer. It cannot enter \(R\), because the growth rule below counts layers and never compares \(a\) with a distance in the plane.

The argument leaves three things open: whether a steady rate exists, whether \(c\) is finite and nonzero, and what its value is. It also shows how the law can fail. Any further in-plane length, such as the size of the wall or of the critical nucleus, makes \(c\) a function of a ratio of lengths.

The natural units of time and length are

\[
\tau=(Jv^2)^{-1/3},\qquad \ell=v\tau=\left(\frac{v}{J}\right)^{1/3}.
\]

During \(\tau\) an island grows to radius \(\ell\), and on average one nucleus appears on an area \(\ell^2\), since \(J\ell^2\tau=Jv^2\tau^3=1\).

### The model

The following assumptions define the model.

1. Nuclei form a Poisson process: they appear independently, with the same rate \(J\) at every place and time and on every terrace, including the top of a fresh island.
2. A nucleus starts with negligible radius and grows as a disc of radius \(v(t-t_i)\), where \(t_i\) is its time of birth. Islands of the same layer merge where they meet.
3. Layers are only added. Backward steps, pinning, and elastic or depolarising interactions between islands are left out.
4. The wall is flat at \(t=0\) and, in this part, unbounded.

Let \(h(\mathbf x,t)\) be the number of layers added at position \(\mathbf x\) in the wall plane by time \(t\). A nucleus \(i\) that lands at \(\mathbf x_i\) on height \(k\) starts layer \(k+1\); this number is its level \(k_i\). The height at a point is the highest level whose disc has reached it:

\[
h(\mathbf x,t)=\max\{k_i:\ |\mathbf x-\mathbf x_i|\le v(t-t_i)\},
\]

or zero if no disc has arrived.

This rule is consistent only if an island never spreads beyond the layer that carries it. Suppose nucleus \(i\) landed on an island started by nucleus \(j\), so that \(|\mathbf x_i-\mathbf x_j|\le v(t_i-t_j)\). For any point \(\mathbf x\) inside disc \(i\) at time \(t\), the triangle inequality gives

\[
|\mathbf x-\mathbf x_j|\le|\mathbf x-\mathbf x_i|+|\mathbf x_i-\mathbf x_j|
\le v(t-t_i)+v(t_i-t_j)=v(t-t_j).
\]

The point also lies inside disc \(j\). The upper island is therefore always supported, and there are no overhangs. The last equality uses the same spreading speed for both layers. A slower upper layer would also stay supported, but an upper layer that spread faster than the one beneath it could overrun its support.

### Height as the longest chain

Define the backward cone of \((\mathbf x,t)\) as the set of earlier points \((\mathbf x',t')\) with \(|\mathbf x-\mathbf x'|\le v(t-t')\). A nucleus has reached \(\mathbf x\) by time \(t\) if it lies in this cone. A chain is a sequence of nuclei in which each lies in the backward cone of the next. It ends at \((\mathbf x,t)\) if its last nucleus lies in the backward cone of that point.

The height \(h(\mathbf x,t)\) equals the number of nuclei in the longest chain ending at \((\mathbf x,t)\). Two observations prove it.

- A chain of length \(h\) exists. Take a nucleus of level \(h\) that covers the point. It landed on height \(h-1\), so a nucleus of level \(h-1\) lies in its backward cone. Repeating the argument leads down to level 1.
- No chain is longer. If nucleus \(j\) lies in the backward cone of nucleus \(i\), the height at \(i\) just before its birth was at least \(k_j\), so \(k_i\ge k_j+1\). Levels rise by at least one per link. The last nucleus of a chain of \(n\) nuclei thus has level at least \(n\), and \(h\ge n\).

The growth problem has become a geometrical question about random points in two space dimensions and time.

### Scaling and the steady rate

Write \(\mathbf x=\ell\mathbf x'\) and \(t=\tau t'\). The density of nuclei in the new variables is \(J\ell^2\tau=1\), and the cone condition becomes \(|\Delta\mathbf x'|\le(v\tau/\ell)\,\Delta t'=\Delta t'\). No parameter remains. The mean height is the same at every point of an unbounded wall, so

\[
\langle h(\mathbf x,t)\rangle=F(t/\tau),
\]

where \(F\) is a function without parameters. From here to the end of this part, times are in units of \(\tau\) and lengths in units of \(\ell\).

A steady rate exists because \(F\) is superadditive:

\[
F(s+t)\ge F(s)+F(t).
\]

To see this, divide the history before time \(s+t\) into a lower slab, from 0 to \(s\), and an upper slab, from \(s\) to \(s+t\). Take the longest chain that ends at \((\mathbf 0,s+t)\) and uses nuclei of the upper slab alone. Its mean length is \(F(t)\), because the upper slab is statistically the same as a fresh start. Let \(\mathbf p\) be the position of its earliest nucleus, or \(\mathbf p=\mathbf 0\) if the chain is empty. If several chains tie, choose one by a rule that looks at the upper slab alone.

The point \((\mathbf p,s)\) lies in the backward cone of that earliest nucleus. Any chain of the lower slab that ends at \((\mathbf p,s)\) can therefore be joined to the upper chain. The longest such chain has length \(h(\mathbf p,s)\). The position \(\mathbf p\) was chosen without looking at the lower slab, and that slab is uniform in space, so the mean of \(h(\mathbf p,s)\) is \(F(s)\). The joined chain is one candidate for the longest chain, and the inequality follows.

Now fix \(s\) and write \(t=ns+r\) with integer \(n\) and \(0\le r<s\). Repeated use of the inequality gives \(F(t)\ge nF(s)+F(r)\ge nF(s)\), hence

\[
\frac{F(t)}{t}\ge\frac{nF(s)}{ns+r}\longrightarrow\frac{F(s)}{s}\qquad(t\to\infty).
\]

The long-time values of \(F(t)/t\) thus cannot lie below \(F(s)/s\) for any \(s\), and they cannot exceed the supremum of this ratio. The limit exists and is

\[
c=\lim_{t\to\infty}\frac{F(t)}{t}=\sup_{t>0}\frac{F(t)}{t}.
\]

In simulated growth from a flat start, the mean heights at times 1, 2 and 4 were 0.701, 2.010 and 4.662 layers. Both doublings satisfy the inequality: \(2.010>1.402\) and \(4.662>4.020\). The mean rate counted from the flat start, \(F(t)/t\), lies below the steady rate or at most equals it, so a velocity taken from the first few layers tends to be too low.

### Coverage by one layer

A point is still uncovered at time \(t\) if its backward cone contains no nucleus. At a time \(u\) before \(t\), the cone has cross-section \(\pi u^2\), so its volume is

\[
\int_0^t\pi u^2\,du=\frac{\pi t^3}{3}.
\]

At unit density this is the mean number of nuclei in the cone. The Poisson probability of finding none is

\[
P_0(t)=\exp\left(-\frac{\pi t^3}{3}\right),
\]

or \(\exp(-\pi Jv^2t^3/3)\) in ordinary units. The mean arrival time \(m\) of the first layer is the integral of this survival probability. With \(z=\pi t^3/3\), one has \(t=(3z/\pi)^{1/3}\) and \(dt=\tfrac13(3/\pi)^{1/3}z^{-2/3}dz\), so

\[
m=\int_0^\infty P_0\,dt=\left(\frac3\pi\right)^{1/3}\frac13\,\Gamma\left(\tfrac13\right)
=\left(\frac3\pi\right)^{1/3}\Gamma\left(\tfrac43\right)=0.8794.
\]

The last step uses \(\Gamma(z+1)=z\Gamma(z)\). Direct sampling of 6000 arrivals gave 0.8799.

### A lower bound

It is tempting to set the rate equal to one layer per mean arrival time, \(1/m\). This estimate is a lower bound on \(c\), as the following chain shows.

Start at \((\mathbf 0,t)\) and go back in time to the latest nucleus in the backward cone. From that nucleus, go back to the latest nucleus in its own backward cone, and continue. The first gap exceeds \(u\) if the cone is empty down to depth \(u\), which has probability \(P_0(u)\). The search has examined only times later than the nucleus found. The next cone lies wholly at earlier times, so it is unexplored. The gaps \(g_1,g_2,\ldots\) are therefore independent, and each has mean \(m\). In simulated growth, the mean backward gap was 0.8805, in agreement with 0.8794.

Let \(N\) be the number of nuclei found before the search passes below time zero; imagine nuclei at negative times to define the last gap. The sum of the first \(N+1\) gaps exceeds \(t\). Whether gap \(k\) is needed depends only on the gaps before it, so it is independent of \(g_k\). Therefore

\[
t<\Big\langle\sum_{k=1}^{N+1}g_k\Big\rangle
=\sum_{k\ge1}m\,P(N+1\ge k)=m\,(\langle N\rangle+1).
\]

The nuclei found form a chain, which cannot exceed the longest one. Hence \(F(t)\ge\langle N\rangle>t/m-1\), and division by \(t\) gives

\[
c\ge\frac1m=\frac{1}{\Gamma(4/3)\,(3/\pi)^{1/3}}=1.1372.
\]

### An upper bound

The mean number of chains of \(n\) nuclei that end at a given point after a time \(T\) can be calculated in closed form. Let \(s_1,\ldots,s_n\) be the time gaps along the chain, counted backward from the end point. For a gap \(s_k\), the position of the next nucleus may vary over a disc of area \(\pi s_k^2\). At unit density the mean number of chains is

\[
E_n(T)=\pi^nI_n(T),\qquad
I_n(T)=\int_{s_1+\cdots+s_n\le T}s_1^2\cdots s_n^2\;ds_1\cdots ds_n .
\]

Separating one gap gives \(I_n(T)=\int_0^Ts^2I_{n-1}(T-s)\,ds\), with \(I_0=1\). Suppose \(I_{n-1}(T)=2^{n-1}T^{3n-3}/(3n-3)!\), which holds for \(n=1\). The beta integral

\[
\int_0^Ts^2(T-s)^p\,ds=\frac{2\,p!}{(p+3)!}\,T^{p+3}
\]

with \(p=3n-3\) then gives \(I_n=2^nT^{3n}/(3n)!\), which completes the induction. Thus

\[
E_n(T)=\frac{(2\pi T^3)^n}{(3n)!}.
\]

For \(T=1.8\), the formula gives 6.1073, 1.8649 and 0.1356 chains of one, two and three nuclei. Random sampling gave \(6.145\pm0.028\), \(1.896\pm0.028\) and \(0.137\pm0.007\), where the errors are standard errors.

A height of at least \(n\) requires at least one chain of \(n\) nuclei, so \(P(h\ge n)\le E_n(T)\). The exponential series contains the term \(q^q/q!\) for argument \(q\), so \(e^q\ge q^q/q!\), or \(q!\ge(q/e)^q\). With \(q=3n\),

\[
E_n(T)\le\left[\frac{e(2\pi)^{1/3}T}{3n}\right]^{3n}
=\left(\frac{c_+T}{n}\right)^{3n},\qquad c_+=\frac{e(2\pi)^{1/3}}{3}=1.6720.
\]

Choose any rate \(b>c_+\). The mean height is the sum of \(P(h\ge n)\) over \(n\ge1\). Terms with \(n\le bT\) contribute at most \(bT\), since no probability exceeds one. For \(n>bT\) each term is below \((c_+/b)^{3n}\), and these sum to a constant independent of \(T\). Hence \(F(T)\le bT+\mathrm{const}\) and \(c\le b\). Since \(b\) may be as close to \(c_+\) as desired,

\[
1.137\le c\le1.672\qquad\text{(rounded bounds)}.
\]

The steady rate is therefore finite and nonzero, and the one-third law holds for the model on an unbounded wall.

## Part 2. Value of the prefactor, limits and use

### Symbols and results carried over

Nuclei of thickness \(a\) appear at rate \(J\) per area and time, and spread as discs at radial speed \(v\). The units of time and length are \(\tau=(Jv^2)^{-1/3}\) and \(\ell=(v/J)^{1/3}\). The height \(h\) counts added layers and equals the length of the longest chain of nuclei, each of which lies in the growth cone of the one before. On an unbounded wall the velocity is

\[
V=\frac{c\,a}{\tau}=c\,a\,(Jv^2)^{1/3},\qquad 1.137\le c\le1.672.
\]

The lower bound is the inverse of the mean time, \(0.8794\,\tau\), at which the first layer reaches a point.

### Computing the prefactor

The growth rule can be simulated event by event, without a grid or a time step. Use a square wall of side \(W\) with periodic edges.

So far, the one-third law has been shown to hold for the model on an unbounded wall, with a prefactor \(c\) between 1.137 and 1.672. What remains is to carry out the simulation that gives its value, and to examine the limits of the law and its use.
